# Size barriers to self-trapping: one dimension against three, part 1

(Sections cited here and not found follow in the second part.)

## Kinetic cost, lattice relaxation and the one-dimensional case

A carrier in a wide-gap semiconductor can lower its energy by deforming the lattice around itself and staying there. If one compares only the energy of the free carrier with that of the fully trapped one, the lower end appears to decide everything: a carrier whose trapped state is lower should trap at once. In a three-dimensional solid with short-range coupling this inference is wrong. A carrier may stay mobile although a much deeper trapped state exists, because the way to it leads uphill. The opposite error is to carry this barrier over to an isolated one-dimensional chain, where it is absent. Both errors are avoided by following the energy through the intermediate sizes, in the dimension that applies.

Consider one carrier of effective mass $m$ near a simple band edge, in an infinite, isotropic, harmonic elastic continuum. The lattice is treated as static: its kinetic energy and zero-point motion are left out. The carrier couples to the local dilation $\Delta=\nabla\cdot\mathbf u$, where $\mathbf u$ is the displacement, through a deformation potential $D$. Long-range polar coupling is omitted at first. In the algebra $\hbar=1$, and masses are in electron masses; the zero of energy is the band edge of the unstrained crystal. In numerical work $1/m$ becomes $\hbar^2/m$, with $\hbar^2/m_e=7.6200\ \mathrm{eV\,Å^2}$.

With Lamé constants $\lambda$ and $\mu$ and strain components $e_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i)$, the elastic energy is

$$
U=\int\Big[\frac{\lambda}{2}\Delta^2+\mu\sum_{ij}e_{ij}^2\Big]d^3x .
$$

Expanding the square gives

$$
\sum_{ij}e_{ij}^2=\frac12\sum_{ij}\big[(\partial_iu_j)^2+\partial_iu_j\,\partial_ju_i\big].
$$

For a displacement that decays away from the carrier, two integrations by parts turn the integral of the last term into $\int\Delta^2$. Also, $\sum_{ij}(\partial_iu_j)^2=|\nabla\times\mathbf u|^2+\sum_{ij}\partial_iu_j\partial_ju_i$, so the first term integrates to $\int(|\nabla\times\mathbf u|^2+\Delta^2)$. Therefore

$$
U=\int\Big[\frac{\lambda+2\mu}{2}\Delta^2+\frac{\mu}{2}|\nabla\times\mathbf u|^2\Big]d^3x .
$$

The carrier does not couple to the curl, which can only cost energy, so the relaxed lattice has none. Any localized $\Delta$ can still be produced by $\mathbf u=\nabla\chi$ with $\nabla^2\chi=\Delta$. The modulus that resists the dilation is thus $K=\lambda+2\mu$; the transverse stiffness enters through the condition that the surrounding medium holds together.

The energy of carrier and lattice is now, with $\rho=|\psi|^2$ and $\int\rho=1$,

$$
E[\psi,\Delta]=\frac1{2m}\int|\nabla\psi|^2+D\int\Delta\,\rho+\frac K2\int\Delta^2 .
$$

Completing the square in $\Delta$ gives

$$
E[\psi,\Delta]=E[\psi]+\frac K2\int\Big(\Delta+\frac{D\rho}{K}\Big)^2,
$$

$$
E[\psi]=\frac1{2m}\int|\nabla\psi|^2-\frac g2\int|\psi|^4,\qquad g=\frac{D^2}{K}.
$$

The relaxed strain is $\Delta=-D\rho/K$. The sign of $D$ decides whether the lattice contracts or expands, but $g$ is positive either way. The carrier sees the potential $D\Delta=-g\rho$, a well whose depth is proportional to its own density. The carrier gains $g\int\rho^2$ from this well, the lattice pays half of that as elastic energy, and the other half is the net relaxation.

The square also settles what a barrier means here. Take any continuous path in the joint space of carrier state and strain. At each point its energy is at least $E[\psi]$, so its highest point is no lower than that of the path traced by $\psi$ alone. A path on which the strain follows the carrier reaches equality. Barriers can therefore be found from $E[\psi]$.

Now change the size of a given state without changing its shape. In $d$ dimensions let

$$
\psi_s(\mathbf x)=s^{d/2}\psi(s\mathbf x),
$$

so that large $s$ means a small state. Substituting $\mathbf y=s\mathbf x$ produces a factor $s^{-d}$ from the volume element. The norm keeps its value because $|\psi_s|^2$ carries $s^d$. The squared gradient carries $s^{d+2}$, so the kinetic energy scales as $s^2$. The fourth power carries $s^{2d}$, so the relaxation energy scales as $s^d$:

$$
E(s)=Ts^2-Vs^d,\qquad T=\frac1{2m}\int|\nabla\psi|^2,\qquad V=\frac g2\int|\psi|^4 .
$$

The kinetic power is the same in every dimension because it comes from two derivatives. The relaxation power is $d$ because a state squeezed to size $R$ has density of order $R^{-d}$, and the carrier responds to a well proportional to that density.

In one dimension the linear gain beats the quadratic cost for small $s$. The slope $2Ts-V$ is negative from $s=0$ up to $s=V/(2T)$, however small $g$ is, and the energy there is $-V^2/(4T)$. Beyond this point kinetic energy wins and stops the contraction.

In three dimensions the order is reversed. The cost $Ts^2$ dominates for wide states and the gain $Vs^3$ for narrow ones. Setting $2Ts-3Vs^2=0$ gives $s_c=2T/(3V)$, and

$$
E(s_c)=T\frac{4T^2}{9V^2}-V\frac{8T^3}{27V^3}=\frac{4T^3}{27V^2}>0 .
$$

The energy returns to zero at $s=T/V$ and then falls without limit in the continuum.

Two dimensions are marginal. There $E=(T-V)s^2$, and a fixed shape has no preferred size. It expands if $T>V$ and shrinks without a barrier if $T<V$.

A Gaussian makes these statements concrete. Let $\psi=(\pi\sigma^2)^{-d/4}e^{-r^2/(2\sigma^2)}$. Its gradient squared is $(r^2/\sigma^4)\psi^2$, and $\langle r^2\rangle=d\sigma^2/2$, so the kinetic energy is $d/(4m\sigma^2)$. Its fourth power integrates to

$$
(\pi\sigma^2)^{-d}\Big(\frac{\pi\sigma^2}{2}\Big)^{d/2}=(2\pi\sigma^2)^{-d/2}.
$$

Hence

$$
E_d(\sigma)=\frac{d}{4m\sigma^2}-\frac{g}{2(2\pi)^{d/2}\sigma^d}.
$$

For $d=1$ the derivative vanishes when $g/(2\sqrt{2\pi}\,\sigma)=1/(2m\sigma^2)$, that is at

$$
\sigma_1=\frac{\sqrt{2\pi}}{mg},\qquad E_1(\sigma_1)=-\frac1{4m\sigma_1^2}=-\frac{mg^2}{8\pi}.
$$

The scaling argument fixes a shape in advance. The lowest energy over all shapes in one dimension can also be found, with a complete proof. The phase of $\psi$ can only add kinetic energy, since $|\nabla|\psi||\le|\nabla\psi|$, so take $\psi\ge0$. Let $M$ be the largest value of $\psi^2$. Because the norm is one,

$$
2mE+mgM=\int\big[\psi'^2+mg\,\psi^2(M-\psi^2)\big]dx .
$$

Both terms in the bracket are non-negative. The inequality $a^2+b^2\ge2ab$ gives

$$
2mE+mgM\ge2\sqrt{mg}\int|\psi'|\,\psi\sqrt{M-\psi^2}\,dx .
$$

Since $\psi$ must rise from zero to $\sqrt M$ and return to zero, the integral on the right is at least twice the integral over $\psi$ from zero to $\sqrt M$:

$$
2mE+mgM\ge4\sqrt{mg}\int_0^{\sqrt M}\psi\sqrt{M-\psi^2}\,d\psi=\frac43\sqrt{mg}\,M^{3/2}.
$$

With $y=\sqrt M$, the bound on $2mE$ is $\tfrac43\sqrt{mg}\,y^3-mg\,y^2$. Its derivative, $4\sqrt{mg}\,y^2-2mg\,y$, vanishes at $y=\sqrt{mg}/2$, where the bound is smallest and equals $(mg)^2(\tfrac16-\tfrac14)=-(mg)^2/12$. Thus, for every state,

$$
E\ge-\frac{mg^2}{24}.
$$

Equality requires $|\psi'|=\sqrt{mg}\,\psi\sqrt{M-\psi^2}$ on both sides of a single maximum. The function $\psi=\sqrt M\,\mathrm{sech}\,\kappa x$ has $|\psi'|=\kappa\psi\tanh\kappa|x|=\kappa\psi\sqrt{1-\psi^2/M}$, so it satisfies the condition if $\kappa^2=mgM$. Its norm is $2M/\kappa=1$. Together these give

$$
\psi=\sqrt{\frac\kappa2}\,\mathrm{sech}\,\kappa x,\qquad \kappa=\frac{mg}{2},\qquad M=\frac{mg}{4}.
$$

This value of $M$ is the minimizing one, so the bound is attained. Within the static continuum model, the bound state exists for every positive $g$.

The two parts of its energy show that it can be reached without a barrier. With $\int\mathrm{sech}^2z\tanh^2z\,dz=2/3$ and $\int\mathrm{sech}^4z\,dz=4/3$,

$$
T=\frac1{2m}\frac{\kappa}{2}\kappa\,\frac23=\frac{\kappa^2}{6m},\qquad
V=\frac g2\frac{\kappa^2}{4}\frac{4}{3\kappa}=\frac{g\kappa}{6}=\frac{\kappa^2}{3m}.
$$

Here $g=2\kappa/m$ was used in the last step. Since $V=2T$ and $T=mg^2/24$, stretching the bound state by the factor $1/s$ gives

$$
E(s)=-\frac{mg^2}{24}(2s-s^2),
$$

which falls steadily from zero to the minimum as $s$ grows from zero to one. This is an explicit downhill path from an arbitrarily spread-out state.

For an example, take a chain with spacing $a=4.0$ Å and cross-section $a^2$, held laterally by a medium with $K=2.0\ \mathrm{eV/Å^3}$. Then $K_1=Ka^2=32\ \mathrm{eV/Å}$. With $m=0.5$ and $D=8$ eV, $g=64/32=2.0$ eV Å and $\hbar^2/m=15.24\ \mathrm{eV\,Å^2}$. The decay length and energy are

$$
\frac1\kappa=\frac{2(15.24)}{2.0}=15.2\ \text{Å},\qquad
E=-\frac{(2.0)^2}{24(15.24)}=-0.0109\ \text{eV}.
$$

The energy is $-4.02\times10^{-4}$ hartree. The binding is less than half of $k_BT$ at room temperature (0.026 eV), so such a state needs a cold chain. The decay length is almost four spacings and the peak strain is 0.008, so a continuum with harmonic strain is a reasonable description.

The Gaussian path shows the absence of a barrier in numbers. At sizes of 152.8, 76.4, 38.2 and 19.1 Å its energies are $-0.0024$, $-0.0046$, $-0.0078$ and $-0.0104$ eV. The last is the Gaussian minimum, slightly above the true one, as a trial state must be. Further squeezing to 9.55 Å brings the energy back to zero.

A separate numerical test, with $m=1$ and $g=2$ in atomic units, lets a broad state relax downhill on a grid. It arrives at the sech profile with energy $-0.16685$ hartree, against $-0.16667$ from the formula. It can lie slightly below the continuum bound because a grid of step $h$ replaces $k^2$ by $(2-2\cos kh)/h^2$, which is never larger.

The continuum description in one dimension requires $1/\kappa\gg a$, or $mga\ll2$: weak coupling. At strong coupling the state shrinks to the scale of the lattice, and the discrete chain must be treated instead.

The chain must also be isolated. If the carrier can hop to neighbouring chains, a sufficiently wide state spreads over many of them and follows the three-dimensional scaling. A barrier then returns, though it is low when this hopping is weak.

## The three-dimensional barrier and its lattice limits

The symbols carried over are these. A carrier of mass $m$ interacts with a static harmonic lattice through a deformation potential $D$, and $K$ is the longitudinal elastic modulus. With $\hbar=1$ and the strain relaxed, the energy of a normalized state is

$$
E[\psi]=\frac1{2m}\int|\nabla\psi|^2-\frac g2\int|\psi|^4,\qquad g=\frac{D^2}{K}.
$$

Shrinking a fixed shape in three dimensions by a factor $s$ gives $E(s)=Ts^2-Vs^3$, which has a maximum at $s_c=2T/(3V)$ of height $4T^3/(27V^2)$. In one dimension the corresponding energy $Ts^2-Vs$ falls at once.

For a three-dimensional Gaussian with density proportional to $e^{-r^2/\sigma^2}$,

$$
E(\sigma)=\frac{3}{4m\sigma^2}-\frac{g}{2(2\pi)^{3/2}\sigma^3}.
$$

The derivative vanishes when $3/(2m\sigma^3)=3g/[2(2\pi)^{3/2}\sigma^4]$. At that size the relaxation term is two thirds of the kinetic term, so

$$
\sigma_c=\frac{mg}{(2\pi)^{3/2}},\qquad
E(\sigma_c)=\frac1{4m\sigma_c^2}=\frac{2\pi^3}{m^3g^2}.
$$

This is the barrier on one path. A carrier could change its shape as it shrinks, and a maximum on one path does not prove that every path has one. What is needed is a lower bound on the energy at some intermediate size, valid for all shapes.

Take $\psi\ge0$ again, since a phase only adds kinetic energy. Along the $x$ axis,

$$
\psi^2(x)=2\int_{-\infty}^x\psi\,\partial_x\psi\,dx'=-2\int_x^\infty\psi\,\partial_x\psi\,dx' .
$$

Adding the two forms and taking absolute values gives $\psi^2\le\int|\psi\,\partial_x\psi|\,dx$, and similarly for $y$ and $z$. At fixed $z$, use the $x$ inequality for one factor of $\psi^2$ and the $y$ inequality for the other. The first bound no longer depends on $x$ and the second no longer on $y$, so

$$
\iint\psi^4dx\,dy\le\Big(\iint|\psi\,\partial_x\psi|\,dx\,dy\Big)\Big(\iint|\psi\,\partial_y\psi|\,dx\,dy\Big).
$$

Define $n(z)=\iint\psi^2dx\,dy$ and $a_i^2(z)=\iint(\partial_i\psi)^2dx\,dy$. The Cauchy–Schwarz inequality bounds the two factors by $\sqrt n\,a_x$ and $\sqrt n\,a_y$, so their product is at most $n\,a_xa_y$. The $z$ inequality, followed by Cauchy–Schwarz in all three coordinates, gives $n(z)\le\|\psi\|\,\|\partial_z\psi\|$, where $\|f\|^2=\int f^2d^3x$. Integrating over $z$ and applying Cauchy–Schwarz to $\int a_xa_y\,dz$ yields

$$
\int\psi^4\le\|\psi\|\,\|\partial_x\psi\|\,\|\partial_y\psi\|\,\|\partial_z\psi\| .
$$

Let $p=\|\nabla\psi\|$, an inverse length that measures how strongly the state is confined. The three squared derivative norms add to $p^2$, and their product is at most $(p^2/3)^3$. With $\|\psi\|=1$,

$$
\int\psi^4\le\frac{p^3}{3\sqrt3},\qquad
E\ge F(p)=\frac{p^2}{2m}-\frac{g\,p^3}{6\sqrt3}.
$$

In the static continuum model with short-range coupling, a carrier on an isolated chain reaches its bound state without a barrier, while in three dimensions the energy of every state, whatever its shape, is bounded below by $F(p)$. It remains to show that this bound makes a barrier unavoidable, to find the barrier's height, and to examine the limits set by the lattice spacing, the static treatment and polar coupling.

Numerical values quoted here were computed with a short program.
